**Oscillator-strength moments of hydrogen 1s: exact recursion against the explicit spectrum**

The moments are $S(k)=\sum_n f_n\omega_n^k$, where $f_n=2\omega_n|\langle n|z|0\rangle|^2$, $\omega_n$ is the excitation energy, and the sum covers bound p states and the continuum. For a fixed nucleus and in atomic units, $S(2),\dots,S(-4)$ are 4/3, 2/3, 1, 2, 9/2, 43/4 and 319/12. The program obtains them in exact fractions by recursion and asserts agreement with an explicit sum over lines and continuum to a relative tolerance of $10^{-7}$. The closed line and continuum strengths used in that sum are compared with quadrature over bound and Coulomb wave functions at selected energies. Further assertions cover the commutators, the operator steps in Cartesian coordinates, the contact term at the nucleus and the linear growth of the cut-off $S(3)$. The output shows that the discrete lines carry 6.77 % of $S(2)$ and 91.77 % of $S(-4)$. At a photon energy of 2 eV the two-term polarizability is 0.688111 Å$^3$ and the full spectral sum 0.688884 Å$^3$, a difference within the asserted bound.

## Program and output

```python
# Oscillator-strength moments of hydrogen 1s (fixed nucleus, nonrelativistic):
#   S(k) = sum_n f_n w_n^k,  f_n = 2 w_n |<n|z|0>|^2,  w_n = E_n - E_0,
# bound p states and continuum included.  Result under test (atomic units):
#   S(2..-4) = 4/3, 2/3, 1, 2, 9/2, 43/4, 319/12, and S(3) diverges.
# Derived road: functions z P_j(r) psi with (H - E_0) z P_{j+1} psi = z P_j psi,
# P_0 = 1.  Independent road: explicit sum over lines and continuum.
# A function P(r) is stored as a dictionary {power of r: coefficient}.
from fractions import Fraction as Fr
from math import factorial, pi
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.integrate import quad
from scipy.special import genlaguerre
from scipy.constants import physical_constants as pc

HARTREE = pc["Hartree energy in eV"][0]
BOHR = pc["Bohr radius"][0] * 1e10          # angstrom


# ---------- derived road: exact recursion ----------
def apply_D(P):
    out = {}
    for n, c in P.items():
        for power, factor in ((n - 1, Fr(n + 1)), (n - 2, -Fr(n * (n + 3), 2))):
            if factor != 0:
                out[power] = out.get(power, Fr(0)) + c * factor
    return {n: c for n, c in out.items() if c != 0}


def inverse_power(m):
    if m == -1:
        return {0: Fr(1)}
    out = {n: c * Fr((m + 1) * (m + 4), 2) / (m + 2)
           for n, c in inverse_power(m - 1).items()}
    out[m + 1] = out.get(m + 1, Fr(0)) + Fr(1, m + 2)
    return out


def invert_D(P):
    out = {}
    for m, c in P.items():
        for n, d in inverse_power(m).items():
            out[n] = out.get(n, Fr(0)) + c * d
    return out


def J(m):                                   # <z^2 r^m> in the 1s state
    return Fr(4, 3) * factorial(m + 4) / Fr(2) ** (m + 5)


def inner(P, Q):
    return sum(a * b * J(n + m) for n, a in P.items() for m, b in Q.items())


tower = {0: {0: Fr(1)}}
tower[1] = invert_D(tower[0])
tower[2] = invert_D(tower[1])
tower[-1] = apply_D(tower[0])
tower[-2] = apply_D(tower[-1])
pairs = {2: (-1, -2), 1: (-1, -1), 0: (0, -1), -1: (0, 0),
         -2: (0, 1), -3: (1, 1), -4: (1, 2)}
S = {k: 2 * inner(tower[a], tower[b]) for k, (a, b) in pairs.items()}
claimed = {2: Fr(4, 3), 1: Fr(2, 3), 0: Fr(1), -1: Fr(2),
           -2: Fr(9, 2), -3: Fr(43, 4), -4: Fr(319, 12)}
assert S == claimed
# other splittings of the same power of H - E_0 must agree
assert 2 * inner(tower[0], tower[2]) == S[-3]
assert 2 * inner(tower[0], tower[-2]) == S[1]
assert 2 * inner(tower[-1], tower[1]) == S[-1]
# moving one operator too many loses a boundary term at the nucleus
naive_S2 = 2 * inner(tower[0], apply_D(tower[-2]))
assert naive_S2 == Fr(-8, 3) and naive_S2 != S[2]
for m in range(-4, 5):
    value = quad(lambda r: 4 / 3 * r ** (m + 4) * np.exp(-2 * r), 0, 60,
                 points=[1, 5, 15], limit=200)[0]
    assert abs(value / float(J(m)) - 1) < 1e-8

# ---------- operator identities in Cartesian coordinates ----------
x, y, z = sp.symbols("x y z", real=True)
rad = sp.sqrt(x**2 + y**2 + z**2)
psi = sp.exp(-rad) / sp.sqrt(sp.pi)


def hamiltonian(u, V):
    return -(sp.diff(u, x, 2) + sp.diff(u, y, 2) + sp.diff(u, z, 2)) / 2 + V * u


def at_point(expr):
    point = {x: sp.Rational(3, 10), y: sp.Rational(-2, 5), z: sp.Rational(7, 10)}
    return abs(float(sp.N(expr.subs(point), 25)))


def as_function(P):
    return sum(sp.Rational(c.numerator, c.denominator) * rad**n
               for n, c in P.items())


def shifted(u):                             # (H - E_0) u
    return hamiltonian(u, -1 / rad) + u / 2


for j in (2, 1, 0, -1):
    left = shifted(z * as_function(tower[j]) * psi)
    assert at_point(left - z * as_function(tower[j - 1]) * psi) < 1e-12
for n in range(-3, 5):                      # general power rule
    left = shifted(z * rad**n * psi)
    assert at_point(left - z * as_function(apply_D({n: Fr(1)})) * psi) < 1e-12
assert at_point(shifted(z * psi) + sp.diff(psi, z)) < 1e-12

V = sp.Function("V")(x, y, z)
g = sp.Function("g")(x, y, z)
zz = 2 * z * hamiltonian(z * g, V) - z**2 * hamiltonian(g, V) \
    - hamiltonian(z**2 * g, V)
assert sp.expand(zz.doit() - g) == 0        # [z,[H,z]] = 1
pp = sp.diff(hamiltonian(g, V), z, 2) + hamiltonian(sp.diff(g, z, 2), V) \
    - 2 * sp.diff(hamiltonian(sp.diff(g, z), V), z)
assert sp.expand(pp.doit() - sp.diff(V, z, 2) * g) == 0   # [p,[H,p]] = V_zz

# contact term: smoothed potential -1/sqrt(r^2+a^2), r = a t, small a
t = sp.symbols("t", positive=True)
v = -1 / sp.sqrt(1 + t**2)
laplacian = sp.lambdify(t, sp.simplify(sp.diff(v, t, 2) + 2 * sp.diff(v, t) / t))


def smoothed_S2(a):
    h = lambda s: 4 * s**2 * np.exp(-2 * a * s) * laplacian(s) / 3
    return quad(h, 0, 5)[0] + quad(h, 5, 500, limit=200)[0] \
        + quad(h, 500, 20 / a, limit=400)[0]


smooth = {a: smoothed_S2(a) for a in (1e-2, 1e-3)}
assert abs(smooth[1e-3] - 4 / 3) < 0.01     # error is of first order in a
assert abs(smooth[1e-3] - 4 / 3) < 0.2 * abs(smooth[1e-2] - 4 / 3)


# ---------- independent road: explicit spectrum ----------
def line_strength(n):
    n = np.asarray(n, dtype=float)
    return np.exp(np.log(256 / 3) + 5 * np.log(n) + (2 * n - 4) * np.log(n - 1)
                  - (2 * n + 4) * np.log(n + 1))


def strength_density(k):                    # df/dE at photoelectron momentum k
    return 256 / 3 * np.exp(-4 / k * np.arctan(k)) \
        / ((1 + k * k) ** 4 * -np.expm1(-2 * pi / k))


nodes, weights = np.polynomial.legendre.leggauss(400)
r, wr = 125 * (nodes + 1), 125 * weights
for n in (2, 3, 7):                         # bound states by quadrature
    u = r**2 * np.exp(-r / n) * genlaguerre(n - 2, 3)(2 * r / n)
    u /= np.sqrt(np.sum(wr * u * u))
    dipole = np.sum(wr * u * r * 2 * r * np.exp(-r))
    f_direct = 2 * (0.5 - 0.5 / n**2) * dipole**2 / 3
    assert abs(f_direct / line_strength(n) - 1) < 1e-8
nodes, weights = np.polynomial.legendre.leggauss(120)
r, wr = 22.5 * (nodes + 1), 22.5 * weights
for k in (0.5, 1.0, 2.0):                   # energy-normalized Coulomb waves
    F = np.array([float(mp.re(mp.coulombf(1, -1 / k, k * s))) for s in r])
    dipole = np.sum(wr * np.sqrt(2 / (pi * k)) * F * 2 * r**2 * np.exp(-r))
    f_direct = 2 * (0.5 + k * k / 2) * dipole**2 / 3
    assert abs(f_direct / strength_density(k) - 1) < 1e-7

levels = np.arange(2, 20001)
line_energy = 0.5 - 0.5 / levels.astype(float) ** 2
line_f = line_strength(levels)


def spectral_sum(weight):                   # (lines, continuum)
    h = lambda k: weight(0.5 + k * k / 2) * strength_density(k) * k
    opts = dict(epsabs=1e-12, epsrel=1e-11, limit=300)
    return (float(np.sum(line_f * weight(line_energy))),
            quad(h, 0, 1, **opts)[0] + quad(h, 1, np.inf, **opts)[0])


explicit = {k: spectral_sum(lambda w, k=k: w ** float(k)) for k in S}
for k in S:                                 # lines above n = 20000 are omitted
    assert abs(sum(explicit[k]) / float(S[k]) - 1) < 1e-7

# S(3): the cut-off integral grows linearly with the largest momentum
slope = quad(lambda k: (0.5 + k * k / 2) ** 3 * strength_density(k) * k,
             1000, 2000)[0] / 1000
assert abs(slope / (16 / (3 * pi)) - 1) < 0.005   # correction of order pi/k

ratios = {k: float(S[k + 1] / S[k]) for k in range(-4, 2)}
ordered = [ratios[k] for k in range(-4, 2)]
assert all(a < b for a, b in zip(ordered, ordered[1:])) and ordered[0] > 3 / 8

# ---------- worked example: polarizability at a photon energy of 2 eV ----------
photon_eV = 2.0
w = photon_eV / HARTREE
alpha_static = float(S[-2])
alpha_two = alpha_static + float(S[-4]) * w**2
alpha_full = sum(spectral_sum(lambda e: 1 / (e * e - w * w)))
bound = float(S[-4]) * w**4 / ((3 / 8) ** 2 - w**2)
assert 0 < alpha_full - alpha_two < bound

# ---------- output ----------
print(f"Hartree energy = {HARTREE:.6f} eV, Bohr radius = {BOHR:.7f} angstrom")
print(f"first excitation energy = {3 / 8 * HARTREE:.4f} eV")
for j in (-2, -1, 0, 1, 2):
    text = " + ".join(f"({c}) r^{n}" for n, c in sorted(tower[j].items()))
    print(f"P_{j} = {text}  (a.u.)")
print("J_m (a.u.):", ", ".join(f"J_{m} = {J(m)}" for m in range(-4, 0)))
print("J_m (a.u.):", ", ".join(f"J_{m} = {J(m)}" for m in range(0, 4)))
for k in S:
    lines, continuum = explicit[k]
    print(f"S({k}) = {S[k]} a.u. = {float(S[k]) * HARTREE**k:.6g} eV^({k})")
    print(f"   explicit sum {lines + continuum:.7f} a.u.,"
          f" share of lines {100 * lines / (lines + continuum):.2f} %")
for k in range(-4, 2):
    print(f"mean energy S({k + 1})/S({k}) = {ratios[k] * HARTREE:.4f} eV")
print(f"S(2) with one operator moved too far = {naive_S2} a.u. (wrong)")
for a, value in smooth.items():
    print(f"S(2), potential smoothed over a = {a:g} a.u.: {value:.5f} a.u.")
print(f"S(3) growth per unit momentum, k = 1000 to 2000: {slope:.4f} a.u.")
print(f"   limiting slope 16/(3 pi) = {16 / (3 * pi):.4f} a.u.")
print(f"static polarizability = {alpha_static * BOHR**3:.6f} angstrom^3")
print(f"photon energy = {photon_eV:.1f} eV")
print(f"two-term polarizability = {alpha_two * BOHR**3:.6f} angstrom^3")
print(f"full spectral sum = {alpha_full * BOHR**3:.6f} angstrom^3")
print(f"error of two terms = {(alpha_full - alpha_two) * BOHR**3:.6f} angstrom^3")
print(f"bound on that error = {bound * BOHR**3:.6f} angstrom^3")
print("ALL CHECKS PASSED")
```

Output:

```
Hartree energy = 27.211386 eV, Bohr radius = 0.5291772 angstrom
first excitation energy = 10.2043 eV
P_-2 = (1) r^-3  (a.u.)
P_-1 = (1) r^-1  (a.u.)
P_0 = (1) r^0  (a.u.)
P_1 = (1) r^0 + (1/2) r^1  (a.u.)
P_2 = (11/6) r^0 + (11/12) r^1 + (1/6) r^2  (a.u.)
J_m (a.u.): J_-4 = 2/3, J_-3 = 1/3, J_-2 = 1/3, J_-1 = 1/2
J_m (a.u.): J_0 = 1, J_1 = 5/2, J_2 = 15/2, J_3 = 105/4
S(2) = 4/3 a.u. = 987.279 eV^(2)
   explicit sum 1.3333333 a.u., share of lines 6.77 %
S(1) = 2/3 a.u. = 18.1409 eV^(1)
   explicit sum 0.6666667 a.u., share of lines 33.70 %
S(0) = 1 a.u. = 1 eV^(0)
   explicit sum 1.0000000 a.u., share of lines 56.50 %
S(-1) = 2 a.u. = 0.0734986 eV^(-1)
   explicit sum 2.0000000 a.u., share of lines 71.66 %
S(-2) = 9/2 a.u. = 0.00607731 eV^(-2)
   explicit sum 4.5000000 a.u., share of lines 81.41 %
S(-3) = 43/4 a.u. = 0.000533527 eV^(-3)
   explicit sum 10.7500000 a.u., share of lines 87.68 %
S(-4) = 319/12 a.u. = 4.84849e-05 eV^(-4)
   explicit sum 26.5833333 a.u., share of lines 91.77 %
mean energy S(-3)/S(-4) = 11.0040 eV
mean energy S(-2)/S(-3) = 11.3908 eV
mean energy S(-1)/S(-2) = 12.0939 eV
mean energy S(0)/S(-1) = 13.6057 eV
mean energy S(1)/S(0) = 18.1409 eV
mean energy S(2)/S(1) = 54.4228 eV
S(2) with one operator moved too far = -8/3 a.u. (wrong)
S(2), potential smoothed over a = 0.01 a.u.: 1.28337 a.u.
S(2), potential smoothed over a = 0.001 a.u.: 1.32805 a.u.
S(3) growth per unit momentum, k = 1000 to 2000: 1.6940 a.u.
   limiting slope 16/(3 pi) = 1.6977 a.u.
static polarizability = 0.666831 angstrom^3
photon energy = 2.0 eV
two-term polarizability = 0.688111 angstrom^3
full spectral sum = 0.688884 angstrom^3
error of two terms = 0.000773 angstrom^3
bound on that error = 0.000850 angstrom^3
ALL CHECKS PASSED
```
